# Intervalley couplings of phosphorus in silicon from three binding energies: test program

```python
"""Valley-orbit couplings of a donor in silicon from its 1s binding energies.

Result under test, for six orthonormal valley states and site symmetry Td:
    Df = (B_A1 - B_E)/6              perpendicular-valley coupling
    Dg = (B_A1 + 2 B_E - 3 B_T2)/6   opposite-valley coupling
    B0 = (B_A1 + 3 B_T2 + 2 B_E)/6   centre of gravity
B_* are binding energies (positive, meV). The Hamiltonian, measured from the
band edge, has elements -B0 (diagonal), -Dg (opposite), -Df (perpendicular).
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import fsolve

rng = np.random.default_rng(7)

# Valley directions in the order +x, -x, +y, -y, +z, -z
valleys = np.array([s * np.eye(3)[a] for a in range(3) for s in (1, -1)])
dots = valleys @ valleys.T
opposite = (dots == -1).astype(float)
perpendicular = (dots == 0).astype(float)

# Td: signed permutations of x, y, z that leave the product xyz unchanged
rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            rotations.append(np.diag(signs) @ np.eye(3)[list(perm)])
assert len(rotations) == 24
# Element (j, i) is 1 when the operation carries valley i into valley j
actions = [(valleys @ (R @ valleys.T) == 1).astype(float) for R in rotations]

# Characters: T2 from the coordinates, E from the permutation of the axes
characters = {
    "A1": [1.0 for R in rotations],
    "T2": [np.trace(R) for R in rotations],
    "E": [np.trace(np.abs(R)) - 1 for R in rotations],
}
dimension = {"A1": 1, "T2": 3, "E": 2}
projector = {
    name: dimension[name] / 24 * sum(c * D for c, D in zip(chi, actions))
    for name, chi in characters.items()
}
assert np.allclose(sum(projector.values()), np.eye(6))


def group_average(matrix):
    return sum(D @ matrix @ D.T for D in actions) / 24


def random_hermitian():
    m = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
    return (m + m.conj().T) / 2


def binding_levels(hamiltonian, overlap=None):
    """Diagonalize and label levels by symmetry; returns B_A1, B_T2, B_E."""
    energies, vectors = eigh(hamiltonian, overlap)
    norms = np.sum(np.abs(vectors) ** 2, axis=0)
    result = []
    for name in ("A1", "T2", "E"):
        part = projector[name] @ vectors
        weight = np.sum(np.abs(part) ** 2, axis=0) / norms
        chosen = energies[weight > 0.999]
        assert len(chosen) == dimension[name]
        assert np.ptp(chosen) < 1e-9
        result.append(-np.mean(chosen))
    return np.array(result)


def extract(b_a1, b_t2, b_e):
    """Derived formulas; returns B0, Dg, Df."""
    return np.array([(b_a1 + 3 * b_t2 + 2 * b_e) / 6,
                     (b_a1 + 2 * b_e - 3 * b_t2) / 6,
                     (b_a1 - b_e) / 6])


def build(parameters):
    b0, dg, df = parameters
    return -(b0 * np.eye(6) + dg * opposite + df * perpendicular)


def numerical_inversion(levels):
    """Root search on the diagonalized matrix, without the formulas."""
    root, _, flag, message = fsolve(
        lambda p: binding_levels(build(p)) - levels,
        [30.0, 1.0, 2.0], full_output=True)
    assert flag == 1, message
    return root


# Symmetry leaves three real parameters, and the formulas recover them
for _ in range(20):
    H = group_average(random_hermitian())
    elements = -np.array([H[0, 0], H[0, 1], H[0, 2]])
    assert np.max(np.abs(elements.imag)) < 1e-12
    assert np.allclose(H, build(elements.real), atol=1e-12)
    assert np.allclose(extract(*binding_levels(H)), elements.real, atol=1e-10)

# Overlapping valley functions: formulas give the orthogonalized couplings
for _ in range(20):
    H = group_average(random_hermitian()).real
    S = np.eye(6) + 0.1 * group_average(random_hermitian()).real
    s_val, s_vec = np.linalg.eigh(S)
    assert s_val.min() > 0
    root_inverse = s_vec @ np.diag(s_val ** -0.5) @ s_vec.T
    L = root_inverse @ H @ root_inverse
    assert np.allclose(extract(*binding_levels(H, S)),
                       [-L[0, 0], -L[0, 1], -L[0, 2]], atol=1e-10)

# Phosphorus in silicon: the given binding energies in meV
given = np.array([45.59, 33.89, 32.58])
b0, dg, df = found = extract(*given)
searched = numerical_inversion(given)
assert np.allclose(searched, found, atol=1e-6)
rebuilt = binding_levels(build(found))
assert np.allclose(rebuilt, given, atol=1e-9)

# The T2-E order is set by the difference of the two couplings
assert abs((rebuilt[1] - rebuilt[2]) - 2 * (df - dg)) < 1e-9

# A common shift of the levels changes the centre of gravity only
shift = 0.10
moved = numerical_inversion(given + shift) - searched
assert np.allclose(moved, [shift, 0, 0], atol=1e-6)

# Largest change of each result when inputs move by half their last digit
half_digit = 0.005
corners = [numerical_inversion(given + half_digit * np.array(s)) - searched
           for s in itertools.product((1, -1), repeat=3)]
rounding = np.max(np.abs(corners), axis=0)
assert np.allclose(rounding, half_digit * np.array([1, 1, 1 / 3]), atol=1e-6)

# One common coupling: A1 and the mean of the five upper states are kept
upper_mean = (3 * given[1] + 2 * given[2]) / 5
common = (given[0] - upper_mean) / 6
single = np.sort(-np.linalg.eigvalsh(build([b0, common, common])))
assert np.allclose(single[:5], upper_mean, atol=1e-9)
assert abs(single[5] - given[0]) < 1e-9

# Exchanged T2 and E labels give other couplings
swapped = numerical_inversion(given[[0, 2, 1]])
assert swapped[1] > swapped[2] and dg < df

print(f"Given binding energy A1: {given[0]:.2f} meV")
print(f"Given binding energy T2: {given[1]:.2f} meV")
print(f"Given binding energy E: {given[2]:.2f} meV")
print(f"A1 - E separation: {given[0] - given[2]:.2f} meV")
print(f"T2 - E separation: {given[1] - given[2]:.2f} meV")
print(f"Centre of gravity B0: {b0:.4f} meV")
print(f"Opposite-valley coupling Dg: {dg:.4f} meV")
print(f"Perpendicular-valley coupling Df: {df:.4f} meV")
print(f"Ratio Df/Dg: {df / dg:.3f}")
print(f"Root search B0: {searched[0]:.4f} meV")
print(f"Root search Dg: {searched[1]:.4f} meV")
print(f"Root search Df: {searched[2]:.4f} meV")
print(f"Rebuilt A1 level: {rebuilt[0]:.2f} meV")
print(f"Rebuilt T2 level: {rebuilt[1]:.2f} meV")
print(f"Rebuilt E level: {rebuilt[2]:.2f} meV")
print(f"Perpendicular part of A1 binding, 4 Df: {4 * df:.4f} meV")
print(f"Total valley-orbit gain of A1, Dg + 4 Df: {dg + 4 * df:.4f} meV")
print(f"Assumed input rounding: {half_digit:.3f} meV")
print(f"Largest rounding change of B0: {rounding[0]:.4f} meV")
print(f"Largest rounding change of Dg: {rounding[1]:.4f} meV")
print(f"Largest rounding change of Df: {rounding[2]:.4f} meV")
print(f"Common shift tried: {shift:.2f} meV")
print(f"Change of B0 under common shift: {moved[0]:.4f} meV")
print(f"Change of Dg under common shift: {abs(moved[1]):.4f} meV")
print(f"Change of Df under common shift: {abs(moved[2]):.4f} meV")
print(f"Single common coupling: {common:.4f} meV")
print(f"Fivefold upper level with common coupling: {upper_mean:.3f} meV")
print(f"Exchanged labels, B0: {swapped[0]:.4f} meV")
print(f"Exchanged labels, Dg: {swapped[1]:.4f} meV")
print(f"Exchanged labels, Df: {swapped[2]:.4f} meV")
print("done: every assertion held")
```

Running it gives:

```
Given binding energy A1: 45.59 meV
Given binding energy T2: 33.89 meV
Given binding energy E: 32.58 meV
A1 - E separation: 13.01 meV
T2 - E separation: 1.31 meV
Centre of gravity B0: 35.4033 meV
Opposite-valley coupling Dg: 1.5133 meV
Perpendicular-valley coupling Df: 2.1683 meV
Ratio Df/Dg: 1.433
Root search B0: 35.4033 meV
Root search Dg: 1.5133 meV
Root search Df: 2.1683 meV
Rebuilt A1 level: 45.59 meV
Rebuilt T2 level: 33.89 meV
Rebuilt E level: 32.58 meV
Perpendicular part of A1 binding, 4 Df: 8.6733 meV
Total valley-orbit gain of A1, Dg + 4 Df: 10.1867 meV
Assumed input rounding: 0.005 meV
Largest rounding change of B0: 0.0050 meV
Largest rounding change of Dg: 0.0050 meV
Largest rounding change of Df: 0.0017 meV
Common shift tried: 0.10 meV
Change of B0 under common shift: 0.1000 meV
Change of Dg under common shift: 0.0000 meV
Change of Df under common shift: 0.0000 meV
Single common coupling: 2.0373 meV
Fivefold upper level with common coupling: 33.366 meV
Exchanged labels, B0: 35.1850 meV
Exchanged labels, Dg: 2.6050 meV
Exchanged labels, Df: 1.9500 meV
done: every assertion held
```
